# The Time-Integrated Interstitial Excess in Transient Enhanced Diffusion

**Q:** An implant leaves excess self-interstitials in a crystal. On annealing they cluster, the clusters ripen and dissolve, and meanwhile the free interstitials speed up dopant diffusion. Surely nothing about the total enhancement can be predicted without the cluster rate constants?

**A:** The height and duration of the transient do need them. The time integral of the free excess may not, so let us see what fixes it. Take depth $x$ from the surface $x=0$ into a half-space, with everything uniform sideways. Let $C_I$ be the free interstitial concentration, $C^*$ its equilibrium value and $c=C_I-C^*$. Let $\rho_n$ be the density of clusters holding $n$ interstitials. The clustered excess, counted in interstitials, is

$$m=\sum_{n\ge2} n\,(\rho_n-\rho_n^{\rm eq}),\qquad N=c+m .$$

Clusters are immobile for now, and the free diffusivity $D$ is constant. If $G$ is the net local rate at which clusters release interstitials, then

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}+G,\qquad \frac{\partial m}{\partial t}=-G .$$

Adding the two gives

$$\frac{\partial N}{\partial t}=D\frac{\partial^2 c}{\partial x^2}. \tag{1}$$

**Q:** But $G$ may be a nonlinear function of every cluster density.

**A:** It may. Its form was not used, only the fact that what clusters lose locally, the free population gains. A reversible trap can be counted in $m$ in the same way. A process that destroys interstitials in the bulk cannot, and is excluded until later.

**Q:** Equation (1) has two unknowns, $N$ and $c$. How can it yield $c$ alone?

**A:** By weighting it. Fix a depth $X$ and use the weight $h(x)=\min(x,X)$, which rises with slope one down to $X$ and is constant below. The surface is a perfect sink, $c(0,t)=0$, and no flux arrives from great depth, so $\partial c/\partial x\to0$ there. Write $c'$ for $\partial c/\partial x$ and split the integral at $X$. Above $X$, integration by parts gives

$$\int_0^X x\,c''\,dx=\big[x\,c'\big]_0^X-\int_0^X c'\,dx
= Xc'(X)-c(X)+c(0)=Xc'(X)-c(X).$$

Below $X$ the weight is constant:

$$\int_X^\infty X\,c''\,dx=X\big[c'(\infty)-c'(X)\big]=-Xc'(X).$$

The slope terms cancel in the sum, and (1) becomes

$$\frac{d}{dt}\int_0^\infty \min(x,X)\,N\,dx=-D\,c(X,t). \tag{2}$$

**Q:** If the clusters lie in a mathematical plane, $c'$ jumps there. Does that spoil the integration?

**A:** Give the plane a small thickness. Then $c'$ is continuous, the steps hold, and the thickness can be taken to zero, because $h$ is continuous. Integrating (2) from 0 to $T$ gives

$$D\int_0^T c(X,t)\,dt=\int_0^\infty\min(x,X)\,[N(x,0)-N(x,T)]\,dx. \tag{3}$$

This holds at any stage of the anneal, within the stated model.

**Q:** The final distribution $N(x,T)$ still depends on the kinetics.

**A:** At finite $T$ it does. Now suppose that all the excess is eventually lost at the surface. For an implanted excess with $N\ge0$, and since $h\le X$,

$$0\le\int_0^\infty\min(x,X)N(x,T)\,dx\le X\int_0^\infty N(x,T)\,dx .$$

The right side is $X$ times the dose still in the solid, which tends to zero. It does not matter where interstitials re-clustered on the way. For a planar source of areal dose $Q$ at depth $R$ (the italic $Q$ is always the dose), $N(x,0)=Q\,\delta(x-R)$, whether those interstitials start free or clustered. Hence

$$\boxed{\int_0^\infty c(X,t)\,dt=\frac{Q\min(X,R)}{D}} \tag{4}$$

For $X\ge R$ this is $QR/D$, independent of $X$.

**Q:** Is there a physical picture, beyond a clever weight?

**A:** Let $S(x)$ be the time integral of $c$. Integrating (1) over all time gives $DS''=-Q\,\delta(x-R)$. Every interstitial must leave through the surface, so the integrated outflow is $DS'(0)=Q$. Between surface and source $S$ therefore climbs with slope $Q/D$, reaching $QR/D$ at the source. Below the source the net integrated flux is zero: whatever wanders down comes back up. The slope is zero there and $S$ stays flat. Slow release gives a low excess for a long time, and fast release a high excess for a short time.

**Q:** What if the source is spread out, as a real implant is?

**A:** Put $N(x,0)$ into (3). Below the whole source, $\min(x,X)=x$ wherever there is dose, so the integral is $Q\bar x/D$, with $\bar x$ the mean depth. As an example, a Gaussian profile centred at 50 nm with a width of 25 nm was cut off at the surface and sampled every 10 nm from 10 nm downward. Its sampled mean depth is 52.0 nm, and the simulated integral exceeds the planar value by 4.0 %, as the ratio $52.0/50$ requires. Part of that excess comes from the coarse sampling: the continuous profile, cut off at the surface, has a mean depth of 51.4 nm and would give 2.8 %.

**Q:** In a half-space a random walker can wander very deep. Is "eventually" soon enough to matter?

**A:** Take the case without clusters, where the image solution satisfies $c(0,t)=0$:

$$c=\frac{Q}{\sqrt{4\pi Dt}}\left[e^{-(x-R)^2/4Dt}-e^{-(x+R)^2/4Dt}\right].$$

The bracket equals $2e^{-(x^2+R^2)/4Dt}\sinh(xR/2Dt)$. At late times, $R^2\ll Dt$, the hyperbolic sine may be replaced by its argument over the depths that hold most of the dose, so

$$c\simeq\frac{QRx}{2\sqrt\pi\,(Dt)^{3/2}}\,e^{-x^2/4Dt}.$$

Since $\int_0^\infty x\,e^{-x^2/4Dt}dx=2Dt$, the dose left is $QR/\sqrt{\pi Dt}$. It does vanish, but slowly. When also $X^2\ll Dt$, nearly all of it lies below $X$ and carries weight $X$ in (3). For $X\ge R$, dividing the missing part by the full value $QR$ gives

$$\text{missing fraction}\simeq\frac{X}{\sqrt{\pi DT}} . \tag{5}$$

**Q:** Put numbers in. I want to see different kinetics give the same integral.

**A:** Take $Q=10^{13}\ \mathrm{cm^{-2}}$, $R=50$ nm $=5\times10^{-6}$ cm, $D=2\times10^{-7}\ \mathrm{cm^2/s}$ and $C^*=5\times10^8\ \mathrm{cm^{-3}}$. Then

$$\frac{QR}{D}=\frac{10^{13}\times5\times10^{-6}}{2\times10^{-7}}=2.5\times10^{14}\ \mathrm{s\,cm^{-3}} .$$

Divided by $C^*$ this is $5\times10^5$ s, or 139 h: the extra exposure equals that many hours at the equilibrium interstitial concentration. Four kinetics were integrated with these values held fixed, on a domain 21.1 µm deep with a reflecting back. The derivation survives that change, because $c'=0$ at the back. At 300 nm the results were:

| kinetics | peak $c/C^*$ | time to 90 % of integral |
|---|---|---|
| no clusters | $1.0\times10^8$ | 0.14 s |
| first-order release | $2.3\times10^4$ | 47 s |
| threshold growth | $9.5\times10^3$ | 50 s |
| pairing and ripening | $4.0\times10^6$ | 39 s |

All four integrals agree with (4) to the five decimals printed. The peak in the fourth row is less sharp: it falls by about 3 %, to $3.9\times10^6$, when the 10 nm mesh is refined. In the fourth case, up to 2.1 % of the dose sat in clusters below 100 nm, where there had been none at the start, and the integral did not change.

**Q:** Five decimals looks too good for a mesh calculation.

**A:** The mesh conserves interstitials, and its difference formula treats the straight pieces of $h$ without error. The agreement therefore checks the independence from kinetics and the time integration, not the spatial accuracy. A check without a mesh is the image solution in a true half-space: integrated by quadrature to 1000 s at 300 nm, it falls short of (4) by 0.12 %, and (5) gives the same.

**Q:** Can you account for the times in the table?

**A:** For three of them. Without clusters, set (5) equal to 0.1:

$$t=\frac{X^2}{0.01\,\pi D}=\frac{9\times10^{-10}}{0.01\,\pi\times2\times10^{-7}}\ \mathrm{s}=0.14\ \mathrm{s}.$$

First-order release had a lifetime of 20 s, so 90 % is released after $20\ln10=46$ s, and transport adds little. In the threshold model, clusters grow when $c/C^*$ exceeds $10^4$ and shrink below it. They can then release interstitials only while $c/C^*<10^4$. This run starts with all the excess in clusters, so $c/C^*$ rises from zero and never passes $10^4$ at any depth. Hence the integral of $5\times10^5$ s cannot be 90 % complete before $0.9\times5\times10^5/10^4=45$ s. The simulation takes 50 s. The fourth time depends on several competing rates, and I have no such short estimate for it.

**Q:** A process engineer cares about dopants, not interstitials. What follows for them?

**A:** Consider a dilute dopant of concentration $C_B$ that moves solely with the help of interstitials, with dopant–interstitial pairing in local equilibrium. Its flux is

$$J=-D_B\frac{\partial}{\partial x}\left[\left(1+\frac{c}{C^*}\right)C_B\right],$$

where $D_B$ is the diffusivity at equilibrium. Take a narrow marker layer, far enough from the surface for end terms to vanish, and normalize $\int C_B\,dx=1$. From $\partial C_B/\partial t=-\partial J/\partial x$, one integration by parts gives

$$\frac{d}{dt}\int xC_B\,dx=\int J\,dx=0,$$

because $J$ is a total derivative. The mean stays put. For the second moment, two integrations by parts give

$$\frac{d}{dt}\int x^2C_B\,dx=2\int xJ\,dx=2D_B\int\left(1+\frac{c}{C^*}\right)C_B\,dx .$$

If $c$ is nearly uniform across the marker at each moment, it can be replaced by its value at the marker's centre, below the source. Over an anneal of length $t$ that outlasts the transient, the variance then grows by

$$\Delta\sigma^2=2D_B\left(t+\frac{QR}{DC^*}\right). \tag{6}$$

**Q:** And is $c$ uniform enough?

**A:** In the threshold model it is. With $D_B=4\times10^{-17}\ \mathrm{cm^2/s}$ the extra diffusivity–time product is $4\times10^{-17}\times5\times10^5=2\times10^{-11}\ \mathrm{cm^2}$, a spread of $\sqrt{2\times2\times10^{-11}}\ \mathrm{cm}=63$ nm. Ordinary diffusion over the simulated $10^4$ s gives 8.9 nm. The variances, 4000 and 80 nm², add to 4080 nm², a spread of 63.9 nm, and the simulated marker at 300 nm also has 63.9 nm. Halving the mesh spacing moved its variance by less than 0.001 %. The marker was followed for this one model. For the 0.14 s burst without clusters, the excess is far from uniform in depth at each moment, and (6) would need its own check.

**Q:** Now the perfect sink. Real surfaces have a finite recombination rate.

**A:** Let the boundary condition be $c(0)=\ell\,c'(0)$, with $\ell$ the surface recombination length. Use $h=\min(x,X)+\ell$ instead. The added constant contributes $\ell\int_0^\infty c''dx=-\ell c'(0)$, which cancels the $c(0)$ that no longer vanishes in the first integration by parts. Equation (2) survives with the new weight, and below the source

$$\int_0^\infty c\,dt=\frac{Q(R+\ell)}{D}.$$

A less efficient sink raises the exposure. For $\ell=5$ nm and $R=50$ nm the rise is 10 %, which the simulation reproduces.

**Q:** And permanent loss in the bulk?

**A:** Add a loss rate $Dc/\lambda^2$, so that $\lambda$ is the distance a free interstitial typically diffuses before being lost. Integrating over time gives

$$S''-\frac{S}{\lambda^2}=-\frac{Q}{D}\,\delta(x-R).$$

Above the source $S=A\sinh(x/\lambda)$; below it $S=Be^{-x/\lambda}$. Continuity gives $B e^{-R/\lambda}=A\sinh(R/\lambda)$. The slope must drop by $Q/D$ across the source:

$$\frac{A}{\lambda}\left[\cosh\frac R\lambda+\sinh\frac R\lambda\right]=\frac QD
\;\Rightarrow\; A=\frac{Q\lambda}{D}e^{-R/\lambda},\quad B=\frac{Q\lambda}{D}\sinh\frac R\lambda .$$

Relative to $QR/D$, the integral at $X\ge R$ is therefore

$$F(\lambda)=\frac{\lambda}{R}\sinh\!\left(\frac R\lambda\right)e^{-X/\lambda}. \tag{7}$$

It tends to one for $\lambda\gg X$. With $\lambda=5$ µm and $X=300$ nm the reduction is 5.8 %, both in the formula and in the simulation. The flat plateau has become a decay with depth.

**Q:** You also froze the clusters in place. Small ones may move.

**A:** Then the conserved statement changes. If small clusters hold $m_2$ interstitials per volume, diffuse with $D_2$ and are also absorbed perfectly at the surface, $Dc$ in (1) becomes $Dc+D_2m_2$, and the same weight gives

$$\int_0^\infty (Dc+D_2m_2)\,dt=Q\min(X,R).$$

The free integral is reduced where mobile clusters themselves arrive. Suppose the whole dose starts in such clusters, which dissolve with lifetime $\tau$ and do not re-form. The time integral of $m_2$ then obeys the bulk-loss equation with $D\to D_2$ and $\lambda\to\sqrt{D_2\tau}$, so for $X\ge R$ the clusters' share of the conserved sum, $D_2\int m_2\,dt/(QR)$, is $F(\sqrt{D_2\tau})$. For $D_2=2\times10^{-10}\ \mathrm{cm^2/s}$ and $\tau=1$ s, the length is 141 nm and $F=0.12$ at 300 nm. The simulated free integral is indeed 12.2 % low, while the weighted sum stays at its predicted value.

**Q:** What if some defects never dissolve?

**A:** Then the condition behind (4) fails, but (3) still applies. If a fraction $f$ of the dose remains for good at the source depth, the integral below it is $(1-f)QR/D$.

**Q:** How close is your example to a real anneal?

**A:** The parameters are round values chosen for illustration, with a dopant diffusivity close to that of boron in silicon near 800 °C. The dose is modest, and heavier implants can leave stable loops. The extra marker variance is inversely proportional to the product $DC^*$, here $100\ \mathrm{cm^{-1}s^{-1}}$. Silicon self-diffusion data suggest a product roughly six to ten times larger at this temperature, which would reduce the extra spread from 63 nm to about 20–26 nm. Of the effects sized here, the surface (+10 % for $\ell=5$ nm) and bulk loss (−5.8 % for $\lambda=5$ µm) rest on assumed lengths. A sink at the back of a 700 µm wafer multiplies $S$ at depths $X\ge R$ by $1-X/L$, since below the source $S$ then falls linearly to zero at the back, $x=L$; that is −0.04 %. A boron-like marker with a peak of $10^{17}\ \mathrm{cm^{-3}}$ would itself carry interstitials. For $c\gg C^*$ this adds a term $D_BC_Bc/C^*$ to $Dc$ in (1). With the example's values the added term is $D_BC_B/(DC^*)=4$ % of $Dc$ at the marker's peak, and it lowers the free integral there by about as much, or less once the marker has broadened. The marker's doping shifts the hole concentration by roughly 2 % from the intrinsic value, which is about 2 to $3\times10^{18}\ \mathrm{cm^{-3}}$.

**Q:** And a furnace that runs 10 K hot gives more spreading, presumably?

**A:** In this model, less extra spreading. The extra term in (6) is proportional to $D_B/(DC^*)$. If the activation energy of $DC^*$ exceeds that of $D_B$ by roughly 1.5 eV, this ratio falls by 14 % between 1073 K and 1083 K. The dopant does move faster at a given supersaturation, but the time integral of the supersaturation shrinks by a larger factor. The ordinary term $2D_Bt$ grows with temperature, and in a long enough anneal it outweighs this reduction. With the example's values, and an activation energy of 3.5 eV for $D_B$, that takes about 46 h. This time is proportional to $QR/(DC^*)$, so with the six to ten times larger product suggested for silicon it would be only about 5–8 h. This comparison holds dose and depth fixed and assumes that the anneal outlasts the transient in both cases. If it is cut short, (3) applies and the kinetics matter again: in the threshold model about 38 % of the integral has accrued after 20 s. The remaining values are in the numerical output.

## Computed values

```
dose Q = 1.0e+13 cm^-2; source depth R = 50 nm
interstitial diffusivity D = 2.0e-07 cm^2/s
equilibrium concentration C_eq = 5.0e+08 cm^-3
marker equilibrium diffusivity = 4.0e-17 cm^2/s
temperature = 1073 K; marker and probe depth = 300 nm
threshold supersaturation = 1.0e+04 (dimensionless)
predicted integral Q R/D = 2.500e+14 s cm^-3
predicted integral / C_eq = 5.000e+05 s = 138.9 h
kinetics: integral/prediction | peak excess C_I/C_eq | time to 90 % (s)
  no clusters: 1.00000 | 1.03e+08 | 0.143
  first-order release: 1.00000 | 2.31e+04 | 46.5
  threshold growth: 1.00000 | 9.46e+03 | 49.9
  pairing and ripening: 1.00000 | 3.99e+06 | 39.1
integral at 20 nm / plateau (threshold growth) = 0.4000
largest dose share re-clustered below 100 nm = 2.1 %
threshold growth: integral done at 20.0 s = 37.5 %
spread source (width 25 nm): mean depth = 52.01 nm
  its integral / planar value = 1.0403
extra marker D*t = 2.00e-11 cm^2
extra marker spread sqrt(2 D t) = 63.2 nm
ordinary spread in 10000 s = 8.9 nm
total spread: simulated 63.87 nm, formula 63.87 nm
mesh halved: 90 % time shifts 0.005 %, marker variance 0.000 %
neglected effects, change of the free integral at the probe:
  surface recombination length 5 nm: +10.00 %
  bulk loss length 5 um: -5.83 % (formula -5.82 %)
  back sink at 21.1 um (test): -1.42 %
  back sink at 700 um (wafer): -0.043 %
  half-space, no clusters, stopped at 1000 s: -0.120 %
  mobile small clusters (D = 2.0e-10 cm^2/s, life 1 s): -12.2 %
  free plus mobile-cluster weighted integral / prediction = 1.0000
marker peak = 1e+17 cm^-3; rough n_i = 3e+18 cm^-3
  interstitial flux carried by marker / free flux = 4.0 %
  Fermi-level factor p/n_i - 1 = 1.7 %
  rough activation-energy difference = 1.5 eV
  extra marker D*t if 10 K hotter: -13.9 %
```
